# Blind tip bounds, erosion and contact certificates for force-microscope profiles

A device calculation that takes its geometry from a force-microscope profile needs a decision before any solver is called: which measured heights may enter as surface heights, and which describe the tip instead? A trench that the tip could not enter looks shallow, and a fin looks wide. The decision rests on a few settings of the reconstruction step: the lateral window allowed for the tip, the allowance for height noise, the tip used for the correction, and the mask of accepted sites. This guide derives what each setting guarantees.

## What the image contains

Assume that tip and sample are rigid, that the surface is a single-valued height $s(x)$, and that the recorded height is that of the tip apex at first contact. Positions $x$ are pixels, on a line or in a plane. A single scan line may be treated alone only if every contact lies on it, as in the model line below. Otherwise a feature beside the line can hold up the tip, and neither the tip bound nor the certificates derived here are assured; the full two-dimensional image is then needed. At lateral offset $k$ from its apex the tip has height $t(k)\ge 0$, with $t(0)=0$.

With the apex at height $z$ above $x$, the tip does not penetrate the sample if $z+t(k)\ge s(x+k)$ for every $k$. The lowest allowed $z$ is the image,
$$i(x)=\max_k\,[s(x+k)-t(k)].$$
Put $u=-k$ and define the reflected tip $p(u)=-t(-u)$, so that $p(0)=0$ and $p\le 0$. Then
$$i(x)=\max_u\,[s(x-u)+p(u)].\tag{1}$$
This operation is called dilation. The reflection matters for an asymmetric tip: the right side of $p$ is the left flank of the physical tip. The term $u=0$ shows that $s(x)\le i(x)$ at every site.

**The window.** The maximum runs over a finite set of offsets, which must include every offset at which contact occurs. If contact occurs at offset $d$, then $s(x-d)+p(d)=i(x)\ge s(x)$, so
$$-p(d)\le s(x-d)-s(x).$$
The tip can touch at offset $d$ only if its height there does not exceed the height difference between the two surface points. The window is therefore safe if, at every offset outside it, the bluntest credible tip is taller than any height step the sample can offer at that distance. A window that is too small removes the true contact from the argument below, and the bound loses its proof.

## Erosion when the tip is known

Suppose first that $p$ is known. Equation (1), written for the apex position $y+u$, contains the term $s(y)+p(u)$. Hence $i(y+u)-p(u)\ge s(y)$ for every $u$, and the erosion
$$r_p(y)=\min_u\,[i(y+u)-p(u)]\tag{2}$$
satisfies $r_p(y)\ge s(y)$. Equality requires some $u$ with $i(y+u)=s(y)+p(u)$, which says that the tip touches $y$ when its apex is at $y+u$. Thus $r_p=s$ precisely at the touched sites. At an inaccessible site $r_p$ lies above the surface.

Dilating $r_p$ with $p$ returns the image. By (2), $r_p(x-u)\le i(x)-p(u)$, so no term $r_p(x-u)+p(u)$ exceeds $i(x)$. Since $r_p\ge s$, the dilation is also no smaller than $i$. Call a tip *consistent* with an image if erosion followed by dilation with that tip returns the image. The true tip is consistent.

## Bounding an unknown tip

For each apex position $x$ there is a contact offset $d$ with
$$i(x)=s(x-d)+p(d).\tag{3}$$
Now move the apex to $x-d+u$. The surface point $x-d$ then lies at offset $u$, and non-penetration gives
$$i(x+u-d)\ge s(x-d)+p(u).$$
Inserting $s(x-d)=i(x)-p(d)$ from (3) and solving for $p(u)$,
$$p(u)\le i(x+u-d)-i(x)+p(d).\tag{4}$$
The surface has dropped out, but the offset $d$ is unknown. Suppose a bound $P_n\ge p$ is already available. Setting $u=0$ in (4) and using $p(0)=0$ and $p(d)\le P_n(d)$ shows that the true $d$ belongs to
$$D_x=\{d:\ i(x-d)-i(x)+P_n(d)\ge 0\}.\tag{5}$$
The right side of (4), with $p(d)$ replaced by $P_n(d)$, is therefore no greater than its maximum over $D_x$. This holds for every $x$, so
$$P_{n+1}(u)=\min\Big\{P_n(u),\ \min_x\max_{d\in D_x}[i(x+u-d)-i(x)+P_n(d)]\Big\}\tag{6}$$
again satisfies $P_{n+1}\ge p$. Starting from $P_0=0$, induction keeps every iterate above the true tip.

The restriction to $D_x$ does the work. If all offsets were admitted, the choice $d=u$ would give $i(x)-i(x)+P_n(u)=P_n(u)$, and the bound would never move. At $u=0$ the admitted terms are non-negative by (5), so $P_n(0)$ stays zero. Because $d=0$ always belongs to $D_x$, $P_n(u)$ cannot fall below $\min_x[i(x+u)-i(x)]$. With integer heights the decreasing sequence therefore stops after finitely many passes. Call the result $P$.

For a cropped image, use only those $x$ at least two window radii from the edge, since $x+u-d$ reaches that far. Leaving out other positions removes constraints, which can loosen the bound but not invalidate it.

## Why the bound is not automatically a tip

The derivation used only that $p$ and some surface reproduce $i$. It applies equally to any consistent tip $q$, with its erosion $r_q$ in place of $s$. So $P$ lies above all consistent tips at once, and the envelope of several consistent tips need not be consistent.

A flat-topped fin three pixels wide shows how this happens. If every site of the sample belongs to a run of three adjacent pixels that are all at least as high as it, a flat segment of that width can be transferred from the surface to the tip. Narrow trenches do not prevent this. The widened tip is flat over three pixels, and its apex may be assigned to the left, middle or right one. The envelope of these three choices is flat over five pixels, from $u=-2$ to $u=2$. It cannot reach the full height of a three-pixel top without rising above the image beside it.

This changes what erosion with $P$ means. Since $P\ge p$, each term $i(y+u)-P(u)$ is no larger than the corresponding term with $p$, so $r_P\le r_p$. At touched sites, where $r_p=s$,
$$r_P(y)\le s(y)\le i(y).\tag{7}$$
At untouched sites $s\le i$ remains true, but $r_P$ may lie on either side of $s$. The upper bound on the tip therefore does not give an upper bound on the surface.

## What a sharp spike adds

Let the scan include an isolated spike, one pixel wide and of height $H$ above a flat base at height zero. With its position called $x_0$, the image around it is $i(x_0+u)=\max\{H+p(u),0\}$. If $p(u)<0$ for $u\ne0$, the spike top is the strict maximum within the window. Already for $P_0=0$, then, $D_{x_0}=\{0\}$, and (6) gives
$$p(u)\le P(u)\le i(x_0+u)-H=\max\{p(u),-H\}.\tag{8}$$
The tip is recovered down to a depth $H$ below its apex level; deeper parts are only bounded.

That is enough for erosion if image heights within one window of each other differ by at most $H$. From (8), $-P(u)\ge\min\{-p(u),H\}$, so each term of the erosion obeys
$$i(y+u)-P(u)\ge\min\{i(y+u)-p(u),\ i(y+u)+H\}.$$
The first entry is at least $r_p(y)$ by (2). The second is at least $i(y)$ by the relief condition, and $i(y)\ge r_p(y)$ from the term $u=0$ in (2). Hence $r_P\ge r_p$, and with the opposite inequality above, $r_P=r_p$.

The condition that the spike is one pixel wide cannot be read from the image. A flat-topped spike two pixels wide, with no sharper feature in the image, leaves $P$ flat over three pixels. The bound stays valid, but the equality $r_P=r_p$ fails. With $p(u)<0$ for $u\ne0$ the top of the image is two pixels wide, so erosion with $P$ lowers it, and dilating again misses the image there.

## Which sites can be called accessible

No image proves by itself that a site is inaccessible. An infinitely sharp tip, with $p(u)=-\infty$ for $u\neq0$, on a surface equal to $i$ gives the same image and touches every site. What can be proved is contact, at two levels.

**Apex certificate.** Since $P\ge p$, the true contact offset always lies in the set (5) formed with the final $P$. If that set is $\{0\}$, the apex itself is in contact and (3) gives $s(x)=i(x)$. This does not assume that $P$ is the tip.

**Sole-contact certificate.** Let $r_P=r_p=r$, as a suitable spike ensures. For each $x$, list the candidates $y=x-d$ that satisfy
$$r(y)+P(d)=i(x).\tag{9}$$
The true contact is among them. It has $s(y)=r(y)$, so $i(x)=r(y)+p(d)\le r(y)+P(d)$, while the definition of erosion gives $r(y)+P(d)\le i(x)$. Both inequalities must be equalities. If the list has one member, that site was touched and its height is $r(y)$.

Sites that are never a sole candidate form the suspect set, which contains every inaccessible site. It has a direct meaning: lowering $r$ at one such site alone leaves the dilation with $P$ unchanged, because another site supports the tip wherever this one does. It may also contain touched sites whose contact cannot be told from that of another site.

## A worked device line

The model line has 120 pixels of 5 nm and is closed periodically through flat ends. The tip flanks are parabolas with radii 12.5 nm on the left and 6.25 nm on the right. One pixel from the apex their heights are
$$\frac{(5\ \text{nm})^2}{2(12.5\ \text{nm})}=1\ \text{nm},\qquad \frac{(5\ \text{nm})^2}{2(6.25\ \text{nm})}=2\ \text{nm}.$$
After reflection, $p(u)=-u^2$ nm for $u\ge0$ and $-2u^2$ nm for $u<0$, with $u$ in pixels. The window is $|u|\le7$. The line has a 40 nm spike at site 20, a 30 nm fin at sites 38–40, and two trenches 30 nm deep, at sites 60–75 and 95–100.

**Tip.** The image is 40 nm at the spike, 39 nm one pixel to the right and 38 nm one pixel to the left. Equation (8) gives $P(1)\le39-40=-1$ nm and $P(-1)\le38-40=-2$ nm, the true values. The bound equals the tip for $-4\le u\le6$. At $u=-5$ it is $-40$ nm, where the tip is at $-50$ nm: the spike is too short to show more. The largest relief within a window is 40 nm, equal to the spike height, so erosion with $P$ is as good as erosion with the true tip.

**Wide trench.** At site 62 the image is $-9$ nm. The smallest terms in the erosion come from $u=2$ and $u=3$:
$$-25+4=-21\ \text{nm},\qquad -30+9=-21\ \text{nm}.$$
The eroded height is $-21$ nm, closer to the floor at $-30$ nm but still above it, as it must be at an untouched site. The tip reaches the floor at sites 65–72, which is 40 nm of the 80 nm width.

**Narrow trench.** The tip never reaches this floor. The lowest image height and the lowest eroded height are both $-16$ nm, against a true $-30$ nm. Erosion reshapes the profile but cannot supply the missing depth. All six sites are in the suspect set, so the 16 nm is a lower bound on the depth and should not be entered as its value.

**Fin.** At half height the fin is 15 nm wide, its image 40 nm and its eroded profile 25 nm. The remaining 10 nm of excess comes from sites beside the fin that the tip cannot reach.

**Mask.** There are 32 inaccessible sites and 40 suspect ones. The eight extra sites are touched but cannot be certified. At site 27, for example, the image is 0 nm. The flat surface there explains it, but so does site 26, with $r=1$ nm and $P(1)=-1$ nm. At site 13 the ambiguity comes from the limited spike height: the spike top at offset $-7$ gives $40-40=0$ nm with the bound, whereas the true tip, at $-98$ nm, would rule it out. The apex certificate accepts 75 sites and the sole-contact certificate 80.

## The same line without the spike

With the spike removed, the bound is zero for $|u|\le2$, the five-pixel envelope found above. At the middle of the fin, site 39, the term $u=-5$ in the erosion is
$$i(34)-P(-5)=0+18=18\ \text{nm}.$$
It is the smallest one, so a 30 nm fin is reconstructed as 18 nm high. This agrees with (7), since the fin top was touched and $r_P$ is a lower bound there, but it is a poor estimate.

Dilating the eroded profile again exposes the fault: it falls short of the image by up to 12 nm. Such a mismatch proves that $P$ is not the tip. Agreement would prove only that $P$ is one possible tip.

The apex certificate now accepts no site. Because $P(\pm1)=0$, it would require a pixel higher than both its neighbours, and the image has none.

The bound can also be looser than the envelope of consistent tips. In ten small random images for which all tips on a complete set of integer heights were enumerated, it equalled the envelope in eight.

## Choosing the noise allowance

Let the measured image be $m=i+n$ with $|n|\le e$. A difference of two true heights then obeys $i(a)-i(b)\le m(a)-m(b)+2e$. The induction survives if $i$ is replaced by $m$ and $2e$ is added to the left side of the inequality in (5) and to the bracket in (6).

Without the allowance, one bad pixel can spoil the bound at many offsets. Raise site 8, on flat ground, by 3 nm. It looks like a small spike and forces $P(u)\le-3$ nm for all $u\ne0$, although the true $p(1)$ is $-1$ nm. The error then spreads. At site 19, beside the real spike, the spike top should be an admitted contact, but (5) now gives $40-38-3=-1<0$ and excludes it. Only $d=0$ remains, and the next pass yields
$$P(-1)\le i(18)-i(19)=32-38=-6\ \text{nm},$$
against a true $-2$ nm. The false tip is too sharp, and erosion with it removes too little broadening.

With $2e=6$ nm the bound is valid again, but it is zero from $u=-3$ to $u=3$. The allowance exceeds the 1–2 nm by which the tip rises over one pixel, so the shape near the apex is lost. The apex certificate, with the same allowance, would need a pixel more than 6 nm above both neighbours, and this image has none. Lower noise in the measurement itself is therefore worth more than tuning the allowance. Smoothing across pixels is no substitute: it changes the image, and that change must be counted in $e$. Setting the allowance below the real noise bound gives up the guarantee.

## Guidance for the settings

- **Window:** extend it until the bluntest credible tip is taller than the steps the sample can offer at that distance. The work per pass grows as the square of the number of offsets, and a cropped scan loses two window radii at each edge as apex positions for the tip bound. The certificates also need image data around them, since a contact may lie outside the scan: use the apex certificate only at least one window radius from the edge, and the sole-contact test only for apex positions at least two radii from it.
- **Noise allowance:** use twice a defensible bound on the height error, including the effect of contact between pixels described below. For noise without a strict bound, the result holds only as far as the chosen limit does.
- **Characterizer:** include a feature isolated on flat ground and known independently to be narrower than a pixel, with its top at a scanned position, and at least as tall as the image relief within a window. Its top must also be the only highest pixel of the image within a window. If the tip is flat over several pixels this fails, and $r_P=r_p$ is not assured.
- **Erosion tip:** dilate the eroded profile again. If it misses the image by more than the noise allowance $2e$, use $P$ as a bound on the tip, not for a corrected geometry. A smaller miss does not confirm $P$.
- **Mask:** for exact heights and a suitable characterizer, pass on the sole-contact sites. Height noise breaks the equalities behind that certificate, so for a noisy image, or without a characterizer, only the apex certificate remains valid, with the noise allowance included. At a site it accepts, the surface height is $m(x)$ to within $e$. It may accept no site at all, as on the model line at $2e=6$ nm. With the allowance for contact between pixels described below, it accepts none on a line, at any pixel size, if the tip flanks nowhere become less steep away from the apex. Move the apex one pixel toward the contact point. That point then lies either lower on the same flank or within one pixel of the apex on the other flank, where the tip height is at most two half-pixel steps of $e$. So every site has at least one neighbour whose image height is no more than $2e$ below its own. In (6) for $u=\pm1$, either $d=u$ is then admitted or the term $d=0$ is non-negative. The bound $P$ therefore stays zero one pixel from the apex, and contact there can never be excluded. For such a scan the mask of certified sites is empty, and only the bounds on tip and surface remain. The tip bound may itself be empty: on the model line the allowance $2e=29$ nm leaves $P=0$ at every offset. At all other sites the image still gives the upper limit $s\le m+e$, and a calculation sensitive to them should vary the height below that limit.

These guarantees end where the contact model does. Tip wear during the scan, elastic deformation and feedback lag all violate (1), and the inequalities then lose their basis.

Contact between pixels violates (1) too, since a real edge or spike need not lie on the pixel grid. Read $s(x)$ as the highest point within pixel $x$. Moving a contact to the pixel centre then changes the image by at most the change in tip height over that distance, which is up to half a pixel on a line and half a pixel diagonal in a plane. It is therefore safe to include in $e$ the largest such change over all pixels of the window; the outermost pixels extend half a pixel beyond the last offset. On a steep flank the change is not small: for the model tip it is $2(7.5^2-7^2)=14.5$ nm between $u=-7$ and $u=-7.5$. A finer pixel reduces it, but does not restore the apex certificate, because the height steps between neighbouring pixels shrink as well. At an undercut wall, (1) still holds if $s$ is read as the uppermost surface seen from above, but the image says nothing about the wall hidden beneath it. The profiles around the features and the site lists are in the numerical output below.

## Computed results

```
pixel pitch (nm): 5.0  number of pixels: 120
tip radii, left and right flank (nm): 12.5 6.25
spike site: 20  spike height (nm): 40
fin sites: 38 39 40  fin height (nm): 30
trench sites: 60 61 62 63 64 65 66 67 68 69 70 71 72 73 74 75 95 96 97 98 99 100
trench floor height (nm): -30
offset u (pixels): -7 -6 -5 -4 -3 -2 -1 0 1 2 3 4 5 6 7
true reflected tip p (nm): -98 -72 -50 -32 -18 -8 -2 0 -1 -4 -9 -16 -25 -36 -49
blind bound P, with spike (nm): -40 -40 -40 -32 -18 -8 -2 0 -1 -4 -9 -16 -25 -36 -40
blind bound P, no spike (nm): -30 -30 -18 -8 -2 0 0 0 0 0 -1 -4 -9 -16 -25
passes that changed P, with / no spike: 1 1
largest image relief within a window (nm): 40
spike region, sites 14 to 28
  surface s (nm): 0 0 0 0 0 0 40 0 0 0 0 0 0 0 0
  image i (nm): 0 0 8 22 32 38 40 39 36 31 24 15 4 0 0
  eroded r (nm): 0 0 2 8 16 26 40 29 20 13 8 4 1 0 0
fin region, sites 33 to 47
  surface s (nm): 0 0 0 0 0 30 30 30 0 0 0 0 0 0 0
  image i (nm): 0 0 12 22 28 30 30 30 29 26 21 14 5 0 0
  eroded r (nm): 0 0 2 8 18 30 30 30 21 14 9 4 1 0 0
wide trench region, sites 58 to 77
  surface s (nm): 0 0 -30 -30 -30 -30 -30 -30 -30 -30 -30 -30 -30 -30 -30 -30 -30 -30 0 0
  image i (nm): 0 0 -1 -4 -9 -16 -25 -30 -30 -30 -30 -30 -30 -30 -30 -18 -8 -2 0 0
  eroded r (nm): 0 0 -9 -16 -21 -26 -29 -30 -30 -30 -30 -30 -30 -30 -30 -28 -22 -12 0 0
narrow trench region, sites 93 to 102
  surface s (nm): 0 0 -30 -30 -30 -30 -30 -30 0 0
  image i (nm): 0 0 -1 -4 -9 -16 -8 -2 0 0
  eroded r (nm): 0 0 -7 -12 -15 -16 -14 -8 0 0
truly inaccessible sites: 16 17 18 19 21 22 23 24 25 26 35 36 37 41 42 43 44 45 60 61 62 63 64 73 74 75 95 96 97 98 99 100
uncertified sites: 13 14 15 16 17 18 19 21 22 23 24 25 26 27 34 35 36 37 41 42 43 44 45 46 60 61 62 63 64 65 72 73 74 75 95 96 97 98 99 100
touched but uncertified sites: 13 14 15 27 34 46 65 72
counts inaccessible, uncertified, apex-certified: 32 40 75
fin width at half height, s / i / r (nm): 15.0 40.0 25.0
narrow trench minimum, s / i / r (nm): -30 -16 -16
no spike: eroded fin, sites 33 to 47 (nm): 0 0 0 0 2 8 18 14 9 4 1 0 0 0 0
no spike: largest loss on redilation (nm): 12
no spike: apex-certified sites: 0
noise on one pixel (nm): 3
noisy bound without slack (nm): -40 -40 -40 -38 -30 -16 -6 0 -3 -8 -15 -24 -35 -39 -40
noisy bound with slack (nm): -34 -26 -12 -2 0 0 0 0 0 0 0 -3 -10 -19 -30
small images tested: 10  bound equals envelope in: 8
2D tip offsets: 25  recovered exactly: 23
```
